# Leading-logarithmic parquet summation for the X-ray edge problem

**Problem.** A photon lifts a core electron into the conduction band of a metal at zero temperature. The band is spinless and filled to \(\varepsilon=0\). The core hole is static and long-lived, and it attracts the conduction electrons at its site. In atomic units,
\[ H_0=\sum_k\varepsilon_k a_k^\dagger a_k,\qquad H_1=H_0-U\,c^\dagger c,\qquad c=\sum_k v_k a_k , \]
with real \(v_k\) and \(\sum_k v_k^2\,\delta(\varepsilon-\varepsilon_k)=\rho\) for \(|\varepsilon|<\xi_0\), zero outside. The coupling is \(g=\rho U\). In the Fermi sea of \(H_0\) define
\[ F(\tau)=\langle e^{\tau H_0}\,c\,e^{-\tau H_1}c^\dagger\rangle,\qquad \chi(\Omega)=\int_0^\infty d\tau\,e^{-\Omega\tau}e^{\Delta E\tau}F(\tau), \]
where \(\Delta E\) is the shift of the threshold caused by \(U\). Inserting eigenstates of \(H_1\) gives \(\chi(\Omega)=\int d\omega\,A(\omega)/(\omega+\Omega)\), where \(A(\omega)\) is proportional to the absorption rate at energy \(\omega\) above threshold, so \(\operatorname{Im}\chi(-\omega-i0)=\pi A(\omega)\). Let \(L=\ln(\xi_0/\Omega)\). The leading-logarithmic approximation keeps the terms \(g^nL^{n+1}\) of \(\chi/\rho\) and drops those with fewer logarithms.

**(a) Expand \(F\) in \(U\), separate the closed loops, and write the remaining \(n\)th-order terms of \(\chi\) as energy integrals.**

*Solution.* With \(c(t)=e^{tH_0}ce^{-tH_0}\), and \(c^\dagger(t)\) evolved in the same way,
\[ F(\tau)=\Big\langle T\,c(\tau)\exp\Big[U\int_0^\tau c^\dagger(t)c(t)\,dt\Big]c^\dagger(0)\Big\rangle . \]
The contraction \(G(t)=\langle Tc(t)c^\dagger(0)\rangle\) involves empty levels for \(t>0\). For \(t<0\) it equals \(-\langle c^\dagger(0)c(t)\rangle\) and involves filled ones:
\[ G(t>0)=\rho\int_0^{\xi_0}de\,e^{-et},\qquad G(t<0)=-\rho\int_0^{\xi_0}de\,e^{-e|t|}. \]
In Wick's theorem at order \(N\), a chain of contractions runs from \(c^\dagger(0)\) through \(n\) vertices to \(c(\tau)\), and the other vertices form closed loops. The bilinears \(c^\dagger c\) commute under \(T\), so the chain can be arranged with contracted operators adjacent and carries no extra sign. The ordered chain can be chosen in \(N!/(N-n)!\) ways, which turns \(1/N!\) into \(1/(N-n)!\). All times run independently over \([0,\tau]\), so \(F=\mathcal L\,e^{C}\), with
\[ \mathcal L(\tau)=\sum_nU^n\int_{[0,\tau]^n}G(\tau-t_n)\cdots G(t_2-t_1)\,G(t_1) \]
and \(e^{C}=\langle e^{\tau H_0}e^{-\tau H_1}\rangle\). The first-order loop is linear in \(\tau\). The second-order loop is \(-\tfrac12U^2\iint G(t-t')G(t'-t)\), and with \(E=e+h\)
\[ C_2=g^2\iint de\,dh\int_0^\tau ds\,(\tau-s)e^{-Es}=g^2\iint de\,dh\Big[\frac{\tau}{E}-\frac{1-e^{-E\tau}}{E^2}\Big]. \]
The linear term joins \(-\Delta E\tau\). For \(E<\xi_0\) the measure is \(E\,dE\), so the second term is \(-g^2\int dE\,(1-e^{-E\tau})/E\simeq-g^2\ln\xi_0\tau\). The relevant times are \(\tau\lesssim1/\Omega\), so this is a relative correction \(g^2L\), one logarithm short of \((gL)^2\). That higher loops bring no stronger logarithms is not derived here; part (i) tests it. The loops are dropped until then.

Split the cube into its \(n!\) time orderings. Number the points \(0,1,\dots,n+1\) in time, and label a diagram by the order in which the chain visits \(1,\dots,n\). It has \(n+1\) lines and \(n+1\) intervals between successive points, called cuts. A line of energy \(e_i>0\) supplies \(e^{-e_is_j}\) for each interval \(s_j\) that it spans, and integrating each \(s_j\) from 0 to \(\infty\) gives
\[ \frac{\chi}{\rho}=\sum_n g^n\sum_{\rm diagrams}(-1)^{n_b}\int_0^{\xi_0}\frac{\prod_i de_i}{\prod_jD_j},\qquad D_j=\Omega+\sum_{i\ \text{crossing}\ j}e_i , \]
where \(n_b\) is the number of backward (hole) lines.

**(b) Evaluate the terms up to \(n=2\).**

*Solution.* Write \(l_i=\ln(\xi_0/e_i)\); small \(l\) is a hard line and large \(l\) a soft one. For \(n=0\), \(\int de/(e+\Omega)=\ln(1+\xi_0/\Omega)\simeq L\). For \(n=1\) and for diagram 12 each cut is crossed by one line, which gives \(gL^2\) and \(g^2L^3\). In diagram 21 the path is \(0\to2\to1\to3\), and the middle cut is crossed by both electrons and the hole. The hole integral gives \(-\ln[(\xi_0+E)/E]\) with \(E=\Omega+e_0+e_2\), which is \(-\min(l_0,l_2)\) up to a bounded term. Each outer line gives \(de/(e+\Omega)\simeq dl\) on \(0<l<L\). For any \(f\), \(\iint f(\min)=2\int_0^L(L-x)f(x)\,dx\), since either variable can be the smaller. With \(f=-x\) this is \(-L^3/3\), so
\[ \chi/\rho=L+gL^2+\big(1-\tfrac13\big)g^2L^3+\dots \]
A forward line between two vertices (channel a) gives a positive logarithm and a backward line (channel p) a negative one. In the Feynman form these are the bubbles with the conduction line antiparallel and parallel to the core-electron line.

**(c) Show that \(\operatorname{Im}\chi\) follows from \(d\chi/dL\), and sum the ladder of each channel. Does either give a power law?**

*Solution.* Setting \(\Omega=\omega e^{-i\pi}\) sends \(L\to L+i\pi\), now with \(L=\ln(\xi_0/\omega)\). Then \(\operatorname{Im}\chi=\pi\chi'(L)-\pi^3\chi'''(L)/6+\dots\), and in each order the second term has two logarithms fewer than the first. The enhancement of the absorption is therefore \(A/\rho=\chi'/\rho\). A power law requires a constant local exponent \(d\ln\chi'/dL\).

The a ladder \(12\dots n\) factorizes into \(g^nL^{n+1}\), so
\[ \chi_a/\rho=\frac{L}{1-gL},\qquad \chi_a'/\rho=\frac1{(1-gL)^2},\qquad \frac{d\ln\chi_a'}{dL}=\frac{2g}{1-gL}. \]
In the p ladder \(n\dots21\) each of the \(n-1\) inner cuts is crossed by one hole and both outer electrons, and each gives \(-\min(l_0,l_n)\). The geometric series yields the vertex \(g/(1+gx)\) with \(x\) the minimum. Using \(L-x=(L+1/g)-(1+gx)/g\),
\[ \chi_p/\rho=L+2\int_0^L\frac{g\,(L-x)}{1+gx}dx=-L+2\Big(L+\frac1g\Big)\ln(1+gL), \]
\[ \chi_p'/\rho=1+2\ln(1+gL),\qquad \frac{d\ln\chi_p'}{dL}=\frac{2g}{(1+gL)\,[1+2\ln(1+gL)]}. \]
Neither exponent is constant. Both start from the value fixed by the shared first-order diagram, and for \(g>0\) the first rises and the second falls. The \(g^2L^3\) coefficients are \(1\) and \(-1/3\), and the true one is \(2/3\). With the unapproximated bubble, \(\chi_a\) has a pole where \(g\ln(1+\xi_0/\Omega)=1\), at \(\Omega=\xi_0/(e^{1/g}-1)\). The spectral form of \(\chi\) allows no pole at \(\Omega>0\).

**(d) Find a rule for the coefficient of \(g^nL^{n+1}\) in any diagram, and apply it to diagram 231.**

*Solution.* In the variables \(l_i\) the integrand is \(R=\prod e_i/\prod D_j\). First, any \(k\) lines cover at least \(k\) cuts. Group them into clusters whose time spans overlap or touch. A cluster of \(K\) lines forming \(P\ge1\) pieces of the path has \(K+P\) distinct end points in one unbroken interval, which contains at least \(K+P-1\ge K\) cuts.

Order the energies, \(e_{(1)}>e_{(2)}>\dots\), and let \(M_j\) be the largest term of \(D_j\). The \(k\) hardest lines cover at least \(k\) cuts, so the \(k\)th largest \(M\) obeys \(M_{(k)}\ge\max(e_{(k)},\Omega)\). Hence \(R\le1\), and three simplifications follow, each at the price of terms of order \(L^n\). A line with \(e<\Omega\) makes \(R\le e/\Omega\), whose integral over \(l>L\) is 1, so all \(l_i\) are confined to \([0,L]\). The ratio \(M_j/D_j\) is bounded and approaches 1 exponentially away from the planes \(l_i=l_k\) and \(l_i=L\), so \(D_j\to M_j\). Finally, \(\prod e/\prod M\) equals 1 if \(M_{(k)}=e_{(k)}\) for every \(k\), and otherwise it is bounded by some \(e^{-|l_i-l_k|}\), which removes one factor \(L\). Say that the hardest line crossing a cut owns it, and call an ordering allowed when every line owns one cut. Each ordering fills a volume \(L^{n+1}/(n+1)!\), so
\[ \text{coefficient}=(-1)^{n_b}\,\frac{\text{number of allowed orderings}}{(n+1)!}. \]
For 231 the lines are \(A\) (\(0\to2\), cuts 0, 1), \(B\) (\(2\to3\), cut 2), \(C\) (\(3\to1\), cuts 1, 2) and \(D\) (\(1\to4\), cuts 1, 2, 3). \(A\) owns cut 0 and \(D\) owns cut 3, being alone there. \(B\) must own cut 2 and \(C\) cut 1, so \(e_B>e_C>e_A,e_D\). That leaves two orderings and one backward line, and the coefficient is \(-2/24=-1/12\). Quadrature of every diagram through \(n=4\) with the true denominators reproduces the rule.

**(e) Show which diagrams survive, write the parquet equations, and estimate the first omitted diagrams.**

*Solution.* Call a block a set of \(m\) vertices consecutive both in time and along the path. It has \(m-1\) internal lines, \(m-1\) internal cuts and two legs. Internal lines span internal cuts alone, so in an allowed ordering they own all of them. The softest internal line owns a cut, so no other internal line crosses that cut. Removing this line splits the path into a first part \(B_1\) and a second part \(B_2\), one on each side of the cut, and both are blocks. If \(B_1\) is earlier the line is forward and the block is a-reducible; if \(B_1\) is later it is p-reducible. The two cases exclude each other, because the first vertex on the path precedes the last in time in one case and follows it in the other. Repeating the step reduces the block to bare vertices, so a surviving diagram is a parquet diagram. Conversely, a parquet diagram has an allowed ordering, in which each dividing line is softer than the lines inside its two parts and the outer lines are softest. The numbers for \(n=1,\dots,5\) are 1, 2, 6, 22 and 90, out of \(n!\).

Let \(\Gamma_{st}(l,l';b)\), in units of \(1/\rho\), be the sum of blocks whose incoming leg \(l\) arrives from side \(s\) and whose outgoing leg \(l'\) leaves to side \(t\). The sides are \({\rm L}\) (earlier) and \({\rm R}\) (later), and \(b\) is the logarithm of the hardest energy that spans the whole block. Then \(\Gamma=g+\gamma^a+\gamma^p\), and the parts irreducible in one channel are \(I^a=g+\gamma^p\) and \(I^p=g+\gamma^a\). Cutting at the first reducible cut along the path makes the decomposition unique:
\[ \gamma^a_{st}(l,l';b)=\int_0^{\min(b_1,b_2)}dk\;I^a_{s{\rm R}}(l,k;b_1)\,\Gamma_{{\rm L}t}(k,l';b_2), \]
\[ \gamma^p_{st}(l,l';b)=-\int_0^{\min(b_1,b_2)}dk\;I^p_{s{\rm L}}(l,k;b_1)\,\Gamma_{{\rm R}t}(k,l';b_2). \]
A leg that passes over the other sub-block joins its background. In the a equation \(b_1=\min(b,l')\) if \(t={\rm L}\) and \(b_2=\min(b,l)\) if \(s={\rm R}\). In the p equation \(b_1=\min(b,l')\) if \(t={\rm R}\) and \(b_2=\min(b,l)\) if \(s={\rm L}\). Otherwise \(b_i=b\). The upper limit states that line \(k\) owns its cut. The outer lines own cuts \(0\) and \(n\), so \(\chi/\rho=L+\iint_0^L\Gamma_{\rm LR}(l_1,l_2;L)\).

The omitted fourth-order diagrams are 2413 and 3142. In 2413, with lines \(e_0,\dots,e_4\) along the path, the inner denominators are \(e_0+e_2+e_3\), \(e_1+e_2+e_3\) and \(e_1+e_2+e_4\), apart from \(\Omega\). For soft legs put \(e_1=xe_2\) and \(e_3=ye_2\). The inner integral becomes \(\int de_2/e_2=\min(l_0,l_4)\) times
\[ \iint_0^\infty\frac{dx\,dy}{(1+x)(1+y)(1+x+y)}=\int_0^\infty\frac{\ln(1+x)}{x(1+x)}dx=\int_0^\infty\frac{u\,du}{e^u-1}=\frac{\pi^2}{6}, \]
by partial fractions in \(y\) and then \(u=\ln(1+x)\). With one backward line and \(\iint\min=L^3/3\), the diagram is \(-(\pi^2/18)g^4L^3\), two logarithms below \(g^4L^5\). Diagram 3142 has the same inner structure and two backward lines, so its sign is opposite. Quadrature gives \(\mp0.549\) against \(\pi^2/18=0.548\), and no \(L^4\) term.

**(f) Sum the parquet diagrams by cutting each at its softest line, and locate where the ladders go wrong.**

*Solution.* In \(\chi\) the softest of all lines, at logarithm \(l\), owns a cut that no other line crosses. The path must get from \(0\) to \(\tau\), so this line is forward. It is negligible in any other denominator, and the diagram factorizes. Let \(\Lambda(l)\) be the sum of left parts, which start at point 0 and have all lines harder than \(l\). The right parts are their mirror images under reversal of time and path, which preserves energies and signs. Thus
\[ \chi/\rho=\int_0^L\Lambda(l)^2\,dl . \]
Apply the argument of (e) to \(\Lambda\), whose softest internal line sits at \(l'<l\). The part \(B_1\) contains point 0, the earliest of all, so the line is forward and there is no p term. \(B_1\) sums to \(\Lambda(l')\). \(B_2\) is a block whose legs are softer than its internal lines; its sum \(\Gamma_0(l')\) cannot depend on the sides of the legs, since they enter no maximum. Hence \(\Lambda(l)=1+\int_0^l\Lambda\,\Gamma_0\,dl'\). In \(\Gamma_0\) both orientations of the softest line occur, with opposite signs and the same factors:
\[ \frac{d\gamma_0^a}{dl}=\Gamma_0^2,\qquad\frac{d\gamma_0^p}{dl}=-\Gamma_0^2,\qquad\frac{d\Gamma_0}{dl}=0 . \]
So \(\Gamma_0=g\) and \(\gamma_0^a=-\gamma_0^p=g^2l\). Then \(d\Lambda/dl=g\Lambda\) gives \(\Lambda=e^{gl}\), and
\[ \chi=\frac{\rho}{2g}\big(e^{2gL}-1\big)=\frac{\rho}{2g}\Big[\Big(\frac{\xi_0}{\Omega}\Big)^{2g}-1\Big]. \]
The scattering vertex does not run at this order, because the two channels cancel scale by scale. Each of the two photon vertices then grows with the constant exponent \(g\).

Keeping channel a alone gives \(d\Gamma_0/dl=\Gamma_0^2\), so \(\Gamma_0=g/(1-gl)\) and \(\Lambda=1/(1-gl)\), and \(\Lambda^2\) is \(\chi_a'/\rho\). The pole comes from a vertex that runs for lack of its p partner. The p ladder has \(\Gamma_0=g/(1+gl)\) and a single block on one side of the softest line or the other, so \(\chi_p'/\rho=1+2\int_0^L\Gamma_0\,dl\), as in (c). Adding the ladders is no cure. The coefficients of the full parquet sum are \(2^n/(n+1)!\), which is \(1/3\) at \(n=3\). The ladders give \(1+1/6\), and the four mixed diagrams give \(-1/3-1/3-1/12-1/12=-5/6\).

**(g) Check the sum by removing the hardest line, and find \(\Gamma_{\rm LR}\) for hard legs.**

*Solution.* The hardest line owns every cut it crosses, so in an allowed ordering it crosses one and joins two points adjacent in time. Merging them removes one line and one cut and leaves the crossings of the other cuts unchanged, which gives an allowed ordering at order \(n-1\). In reverse, any of the \(n+1\) points of the smaller diagram can be split by a new hardest line. Each of the \(n-1\) vertices can be split forward (\(+\)) or backward (\(-\)). The two end points can be split forward alone, since the path starts earliest and ends latest. The signed count obeys \(S_n=[2+(n-1)(1-1)]S_{n-1}\) with \(S_0=1\), so \(S_n=2^n\), in agreement with (f).

Let \(T(l_1;l)\) be the vertex with incoming leg \(l_1\) from the left, a soft outgoing leg, and internal lines harder than \(l\ge l_1\). If the softest internal line has \(l'<l_1\), both legs are soft and the channels cancel. If \(l'>l_1\), the incoming leg must not cross its cut. It does cross a p cut, where \(B_1\) is the later part, so the a term remains: \(dT/dl=gT\) and \(T=g\,e^{g(l-l_1)}\). For two hard legs with \(l_1\le l_2\), the range \(l_1<l'<l_2\) contributes \(gT(l_1;l')\) and the range \(l'>l_2\) contributes \(T(l_1;l')T(l_2;l')\):
\[ \Gamma_{\rm LR}=g\,e^{g(l_2-l_1)}+\frac g2\Big[e^{g(2L-l_1-l_2)}-e^{g(l_2-l_1)}\Big]=\frac g2\Big[e^{g(2L-l_1-l_2)}+e^{g|l_1-l_2|}\Big]. \]
Integrating over both legs, the first term gives \((e^{gL}-1)^2/2g\), and the second gives \(g\int_0^L(L-x)e^{gx}dx=(e^{gL}-1)/g-L\). Adding \(L\) returns \((e^{2gL}-1)/2g\). A grid solution of the equations in (e) confirms this vertex, \(\Lambda\), \(\gamma_0^{a,p}\) for all four leg orientations, and both ladders when one channel is switched off.

**(h) Obtain the absorption, and evaluate all three sums for \(\rho=0.2\ {\rm eV^{-1}}\), \(U=0.5\) eV, \(\xi_0=5\) eV and \(\omega=\Omega=0.025\) eV.**

*Solution.* With \(L\to L+i\pi\),
\[ \operatorname{Im}\chi=\rho\,\frac{\sin2\pi g}{2g}\Big(\frac{\xi_0}{\omega}\Big)^{2g}\simeq\pi\rho\Big(\frac{\xi_0}{\omega}\Big)^{2g}. \]
The two forms differ by the factor \(\sin(2\pi g)/2\pi g=1-O(g^2)\), which the leading logarithms do not fix. For \(g<0\) the absorption vanishes at threshold, \(\chi\) saturates at \(\rho/2|g|\), and it is the p ladder that becomes singular, at \(gL=-1\).

The round model parameters give \(g=0.1\), \(L=\ln200=5.298\), \(gL=0.530\) and \(g^2L=0.053\); \(\omega\) is \(9.19\times10^{-4}\) hartree. Without interaction \(\chi\simeq\rho L=1.060\ {\rm eV^{-1}}\); the exact value is \(\rho\ln201=1.061\ {\rm eV^{-1}}\). In the parquet sum \(\Lambda=e^{0.5298}=1.699\), the enhancement is \(\Lambda^2=2.885\), and \(\chi=0.2\times1.885/0.2=1.885\ {\rm eV^{-1}}\), or 51.3 hartree\(^{-1}\). The soft vertex is \(0.1+0.053-0.053=0.1\), whereas the hard-leg vertex is \(\Gamma_{\rm LR}(0,0;L)=0.05\times(2.885+1)=0.194\). The a ladder gives \(\chi_a=1.0597/0.4702=2.254\ {\rm eV^{-1}}\), enhancement \(0.4702^{-2}=4.52\) and local exponent \(0.2/0.4702=0.425\). The p ladder has enhancement \(1+2\ln1.5298=1.850\), \(\chi_p=0.2\,(-5.298+15.298\times0.8503)=1.542\ {\rm eV^{-1}}\) and local exponent \(0.2/(1.5298\times1.8503)=0.071\). The parquet exponent is 0.200. The absorption is \(\pi\times0.2\times2.885=1.81\ {\rm eV^{-1}}\), or \(0.9355\times1.813=1.70\ {\rm eV^{-1}}\) in the continued form, and the gap between the two is one of the corrections that the leading logarithms do not control. The two numbers do not bracket the absorption of the model: the long-time amplitude of the determinant solution in (i) corresponds to about \(1.58\ {\rm eV^{-1}}\), below both.

**(i) Construct a non-perturbative reference for the model and use it to delimit the result.**

*Solution.* \(H_1\) is a one-body operator with matrix \(h=\operatorname{diag}(\varepsilon)-Uvv^{T}\), so matrix elements of \(e^{-\tau H_1}\) between Slater determinants are minors of \(M=e^{-\tau h}\). With \(o\) the filled levels, \(e\) the empty ones and \(E_0\) the Fermi-sea energy, \(e^{C}=e^{\tau E_0}\det M_{oo}\). A minor bordered by row \(k\) and column \(k'\) equals \(\det M_{oo}\,(M_{kk'}-M_{ko}M_{oo}^{-1}M_{ok'})\), so
\[ \mathcal L=v_e^{T}\big(M_{ee}-M_{eo}M_{oo}^{-1}M_{oe}\big)v_e . \]
On a six-level model these formulas were tested against Fock-space evolution, and their Taylor coefficients through \(n=3\) against the diagrams of (a). They were then evaluated on a logarithmically discretized band. This reference solves the model up to that discretization, which shifts the values of \(\chi\) quoted below by up to about 0.15%, so their last digits are not significant. Like the model, it omits spin, hole lifetime, recoil, temperature and band structure.

A spectrum \(\omega^{-\alpha}\) corresponds to \(\tau F\propto\tau^{\alpha}\). At \(g=0.1\) the open line gives the exponent 0.1938 and the loops subtract 0.0094. These match \(2\delta/\pi\) and \((\delta/\pi)^2\) with \(\tan\delta=\pi g\), \(\delta=0.304\) rad, the Nozières–De Dominicis exponents, which are checked here and not derived. The loop exponent stays within 10% of \(g^2\) for the couplings tested, as (a) assumed. The total is 0.184, and a decade in \(\omega\) changes the absorption by a factor 1.53, against 1.58 from \(10^{2g}\). So \(2g\) is the first term of the exponent, valid for \(|g|\ll1\) and \(g^2L\ll1\); closer to threshold the ratio between the two power laws departs from 1. The exponents differ by \(g^2\) to lowest order in \(g\), which makes the ratio \(e^{-g^2L}\); at \(g=0.1\) the difference is 0.016 instead of 0.010, made of 0.0094 from the loops and 0.0062 from the open line, whose leading correction is the cubic term \(2\pi^2g^3/3=0.0066\).

In the example the determinants give \(\chi=1.857\ {\rm eV^{-1}}\) without loops and \(1.793\ {\rm eV^{-1}}\) with them, 1.5% and 4.9% below the parquet value (1.6% and 5.0% on a converged band), from which the ladders differ by \(+20\%\) and \(-18\%\). At the a-ladder pole, \(2.27\times10^{-4}\) eV below threshold, the open-line value is finite, \(6.16\ {\rm eV^{-1}}\) against 6.39 from the parquet sum.

The decisive limit is \(g\to0\) at fixed \(gL=0.5\), with \(L=\ln(1+\xi_0/\Omega)\). For \(g=1/8,1/16,1/32\) the open-line deviations relative to the parquet \(\chi\) are \(-0.023\), \(-0.006\) and \(-0.0014\), each below \(4g^2\) in size. With loops they are \(-0.064\), \(-0.026\) and \(-0.011\). These deviations are comparable with the discretization shift: on a converged band the open-line values become \(-0.024\), \(-0.007\) and \(-0.0018\), still below \(4g^2\), and the values with loops \(-0.065\), \(-0.026\) and \(-0.011\). The ladders stay at \(+0.164\) and \(-0.166\), since \(\chi/L\) depends on \(gL\) alone in all three sums. The loop share can be estimated by lowering \(\alpha=2g\) by \(g^2\) in \((e^{\alpha L}-1)/\alpha\). With \(x=\alpha L=1\) the relative change is
\[ -g^2L\,\frac{xe^x-e^x+1}{x(e^x-1)}=-\frac{0.5\,g}{e-1}\approx-0.29\,g , \]
or \(-0.009\) at \(g=1/32\), which agrees with the difference \(-0.0108+0.0014\).

Two extensions follow. With \(N\) equivalent species the loops of each species multiply while the open line is unchanged, so the condition becomes \(Ng^2L\ll1\). If the hole decays, its amplitude acquires a factor \(e^{-\gamma t}\) in real time \(t\). The absorption is then governed by \(\chi(-\omega-i\gamma)\) instead of \(\chi(-\omega-i0)\), and since \(|\Omega|=\sqrt{\omega^2+\gamma^2}\ge\gamma\), the growth of the logarithm stops near \(\ln(\xi_0/\gamma)\). The full set of values is in the numerical output below.

## Calculated quantities

```
order n: diagrams, parquet, signed count (rule), signed count (quadrature), coefficient
  n=1: 1, 1, 2, 2.000, 1
  n=2: 2, 2, 4, 4.000, 2/3
   each diagram: 12: 1, 21: -1/3
  n=3: 6, 6, 8, 8.001, 1/3
   each diagram: 123: 1, 132: -1/3, 213: -1/3, 231: -1/12, 312: -1/12, 321: 1/6
  n=4: 24, 22, 16, 15.997, 2/15
  n=5: 120, 90, 32, -, 2/45
envelope L^3 coefficients: 2413 -0.5490, 3142 0.5490; pi^2/18 = 0.5483
series coefficients n=0..4, a ladder: [1, 1, 1, 1, 1]
series coefficients n=0..4, p ladder: [1, 1, -1/3, 1/6, -1/10]
determinant exponents: g, open line, 2 delta/pi, 2g, loops, (delta/pi)^2
  +0.05: 0.0992, 0.0992, 0.1000, 0.00246, 0.00246
  +0.10: 0.1938, 0.1938, 0.2000, 0.00939, 0.00939
  -0.10: -0.1938, -0.1938, -0.2000, 0.00939, 0.00939
gL = 0.5, relative deviation from parquet chi: g, L, open, full, a ladder, p ladder
  0.12500, 4, -0.0227, -0.0636, +0.1640, -0.1661
  0.06250, 8, -0.0062, -0.0256, +0.1640, -0.1661
  0.03125, 16, -0.0014, -0.0108, +0.1640, -0.1661
example: rho = 0.2 1/eV, U = 0.5 eV, xi0 = 5.0 eV, w = Om = 0.025 eV = 9.1873e-04 hartree
g = 0.100, L = 5.2983, gL = 0.5298, g^2 L = 0.0530, 2g = 0.200
soft-leg gamma_a = 0.05299, gamma_p = -0.05299, Gamma = 0.10000 (units 1/rho)
hard-leg Gamma(0,0;L): grid 0.19428, formula 0.19427 (units 1/rho)
edge vertex Lambda(L): grid 1.6987, formula 1.6986
chi, no interaction = 1.0597 1/eV
parquet: chi = 1.8854 1/eV (grid 1.8856), enhancement 2.8854, local exponent 0.2000
a ladder: chi = 2.2538 1/eV (grid 2.2538), enhancement 4.5237, local exponent 0.4254
p ladder: chi = 1.5420 1/eV (grid 1.5421), enhancement 1.8503, local exponent 0.0707
parquet chi = 51.304 1/hartree
determinant chi: open = 1.8572 1/eV, full = 1.7932 1/eV
Im chi: continued = 1.6960 1/eV, pi rho (xi0/w)^(2g) = 1.8130 1/eV
sin(2 pi g)/(2 pi g) = 0.9355
a-ladder pole below threshold = 2.2701e-04 eV = 8.3425e-06 hartree
chi at that energy: parquet 6.389 1/eV, determinant open 6.164 1/eV
delta = 0.3044 rad, full exponent: determinant 0.1844, 2d/pi-(d/pi)^2 = 0.1844
growth of absorption per decade of w: parquet 1.5849, determinant exponent 1.5290
```
